# Positive semidefiniteness of the electron repulsion matrix and its Cholesky factorization, part 1

(Sections cited here and not found follow in the later parts.)

**Q.** Cholesky factorization of two-electron integrals starts from the statement that the integrals $(pq|rs)$, arranged as a matrix with row index $(pq)$ and column index $(rs)$, form a positive semidefinite matrix. Many individual integrals are negative, the orbitals have nodes, and the basis need not be orthogonal. Before you argue anything, tell me exactly which matrix you mean.

**A.** I use Hartree atomic units, so lengths are in bohr, energies are in hartree, and two unit charges at distance $r$ repel with energy $1/r$. Take $n$ spatial orbitals $\phi_1,\dots,\phi_n$, each continuous, bounded and square integrable over all space. They need not be orthogonal or normalized. The pair densities are

$$\rho_{pq}(\mathbf r)=\phi_p^*(\mathbf r)\,\phi_q(\mathbf r),$$

and the integrals, in the chemists' ordering, are

$$(pq|rs)=\iint \frac{\rho_{pq}(\mathbf r_1)\,\rho_{rs}(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2,\qquad r_{12}=|\mathbf r_1-\mathbf r_2| .$$

Let a capital letter $I=(pq)$ or $J=(rs)$ stand for an ordered pair, so that it runs over $n^2$ values. Two $n^2\times n^2$ matrices have to be kept apart:

$$V_{(pq),(rs)}=(pq|rs),\qquad M_{(pq),(rs)}=\iint \frac{\rho_{pq}^*(\mathbf r_1)\,\rho_{rs}(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2 .$$

Since $\rho_{pq}^*=\phi_p\phi_q^*=\rho_{qp}$, the second is $M_{(pq),(rs)}=(qp|rs)$. For real orbitals $\rho_{pq}$ is real and $M=V$. A Hermitian matrix is called positive semidefinite when $c^\dagger Mc=\sum_{IJ}c_I^*M_{IJ}c_J\ge 0$ for every complex vector $c$. Expanding $c$ in the orthonormal eigenvectors gives $c^\dagger Mc=\sum_\alpha\lambda_\alpha|c_\alpha|^2$, so the condition is equivalent to all eigenvalues $\lambda_\alpha$ being non-negative. Nothing in it forbids negative off-diagonal elements.

**Q.** Which of the two matrices does the claim concern?

**A.** It concerns $M$, and therefore $V$ when the orbitals are real. $M$ is Hermitian: conjugating the definition gives $M_{IJ}^*=\iint\rho_I(\mathbf r_1)\rho_J^*(\mathbf r_2)/r_{12}$, and renaming $\mathbf r_1\leftrightarrow\mathbf r_2$, which leaves $r_{12}$ unchanged, turns this into $M_{JI}$. For the quadratic form, the sums are finite and can be taken inside the integrals:

$$c^\dagger Mc=\iint\frac{\big[\sum_I c_I\rho_I(\mathbf r_1)\big]^*\big[\sum_J c_J\rho_J(\mathbf r_2)\big]}{r_{12}}\,d^3r_1\,d^3r_2=E[\rho],$$

$$E[\rho]=\iint\frac{\rho^*(\mathbf r_1)\,\rho(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2,\qquad \rho=\sum_J c_J\rho_J .$$

The matrix question has become a question about one function. For real $\rho$, $E[\rho]$ is twice the electrostatic self-energy of a charge distribution that may be positive in some regions and negative in others. The thing to prove is $E[\rho]\ge0$.

**Q.** Then it seems trivial, because $1/r_{12}$ is positive.

**A.** The kernel is positive, but the product $\rho^*(\mathbf r_1)\rho(\mathbf r_2)$ is taken at two different points. For real $\rho$ it is negative whenever $\mathbf r_1$ lies in a positive lobe and $\mathbf r_2$ in a negative one. The statement is that the attraction between unlike lobes can never outweigh the repulsion of each lobe with itself and with the lobes of its own sign. That depends on the shape of the kernel, and the shape enters through its Fourier transform. The convention is

$$\hat f(\mathbf k)=\int f(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r .$$

**Q.** Here I object. The function $1/r$ is not integrable over all space, so its transform does not exist as an ordinary integral. And the double integral has a singularity at $r_{12}=0$. Is $E[\rho]$ even finite?

**A.** Take finiteness first. Write $\|\rho\|_\infty$ for the upper bound of $|\rho|$ and $\|\rho\|_1=\int|\rho|\,d^3r$. Each pair density is bounded because both orbitals are, and it is integrable because the Cauchy–Schwarz inequality gives $\int|\phi_p||\phi_q|\le(\int|\phi_p|^2)^{1/2}(\int|\phi_q|^2)^{1/2}$. A finite combination $\rho$ inherits both properties, and continuity too. Fix $\mathbf r_1$ and split the $\mathbf r_2$ integral at $r_{12}=1$ bohr. Inside the sphere, bound $|\rho|$ by its maximum and integrate the singularity in spherical coordinates centred on $\mathbf r_1$. Outside it, bound $1/r_{12}$ by 1:

$$\int\frac{|\rho(\mathbf r_2)|}{r_{12}}\,d^3r_2\le\|\rho\|_\infty\int_0^1\frac{4\pi s^2}{s}\,ds+\int|\rho|\,d^3r_2=2\pi\|\rho\|_\infty+\|\rho\|_1 .$$

The right side does not depend on $\mathbf r_1$. Multiplying by $|\rho(\mathbf r_1)|$ and integrating,

$$\iint\frac{|\rho(\mathbf r_1)||\rho(\mathbf r_2)|}{r_{12}}\,d^3r_1\,d^3r_2\le\|\rho\|_1\big(2\pi\|\rho\|_\infty+\|\rho\|_1\big)<\infty .$$

So $E[\rho]$ converges absolutely. The bound is crude. For the unit Gaussian charge $(a/\pi)^{3/2}e^{-ar^2}$ with $a=4$ bohr$^{-2}$, the potential at the centre is $4\pi(a/\pi)^{3/2}\int_0^\infty s\,e^{-as^2}ds=4\pi(a/\pi)^{3/2}/(2a)=2\sqrt{a/\pi}=2.2568$ hartree, whereas the bound is $2\pi(4/\pi)^{3/2}+1=10.0270$ hartree. Only its finiteness matters.

Two standard facts about multiple integrals are used from here on. Tonelli's theorem says that for a non-negative integrand the order of integration may be changed freely, the common value being possibly infinite. Fubini's theorem says the same for an integrand of any sign or phase, provided the integral of its absolute value is finite.

**Q.** That settles the singularity. It does not give $1/r$ a Fourier transform.

**A.** The way round is to build $1/r$ out of Gaussians, each of which has an ordinary transform. Two Gaussian integrals are needed. The first is $\int_{-\infty}^\infty e^{-\beta u^2}du=\sqrt{\pi/\beta}$ for $\beta>0$. Its square is an integral over the plane, which in polar coordinates is $\int_0^\infty 2\pi s\,e^{-\beta s^2}ds=\pi/\beta$. Taking half of it with $\beta=r^2$ gives $\int_0^\infty e^{-t^2r^2}dt=\sqrt\pi/(2r)$, that is

$$\frac1r=\frac{2}{\sqrt\pi}\int_0^\infty e^{-t^2r^2}\,dt\qquad(r>0).\tag{1}$$

The second is $I(x)=\int_{-\infty}^\infty e^{-\beta u^2}e^{iux}du$. The sine part is odd in $u$ and drops out, so $I(x)=\int e^{-\beta u^2}\cos(ux)\,du$. Differentiate with respect to $x$, use $u\,e^{-\beta u^2}=-\frac{1}{2\beta}\frac{d}{du}e^{-\beta u^2}$, and integrate by parts, the boundary term vanishing:

$$I'(x)=-\int u\,e^{-\beta u^2}\sin(ux)\,du=\frac{1}{2\beta}\int\Big(\frac{d}{du}e^{-\beta u^2}\Big)\sin(ux)\,du=-\frac{x}{2\beta}\,I(x).$$

With $I(0)=\sqrt{\pi/\beta}$ the solution is

$$\int_{-\infty}^\infty e^{-\beta u^2}e^{iux}\,du=\sqrt{\frac{\pi}{\beta}}\;e^{-x^2/4\beta}.\tag{2}$$

Put $u=k_x$ and $\beta=1/(4t^2)$. Then $\sqrt{\pi/\beta}=2t\sqrt\pi$ and $x^2/4\beta=t^2x^2$. Dividing by $2t\sqrt\pi$, and noting $1/(2t\sqrt\pi)=\frac{1}{2\pi}\frac{\sqrt\pi}{t}$,

$$e^{-t^2x^2}=\int\frac{dk_x}{2\pi}\,\frac{\sqrt\pi}{t}\,e^{-k_x^2/4t^2}\,e^{ik_xx}.$$

The product of three such factors for $x$, $y$ and $z$ is

$$e^{-t^2r^2}=\int\frac{d^3k}{(2\pi)^3}\Big(\frac{\pi}{t^2}\Big)^{3/2}e^{-k^2/4t^2}\,e^{i\mathbf k\cdot\mathbf r}.\tag{3}$$

A Gaussian is thus a superposition of plane waves with positive weights. No general inversion theorem has been invoked, since (3) is an integral that was just evaluated.

**Q.** Now put the pieces together, and say at each exchange of integrals why you may do it.

**A.** Insert (1) into $E[\rho]$. The integrand $\rho^*(\mathbf r_1)\rho(\mathbf r_2)e^{-t^2r_{12}^2}$ has an absolute value whose integral over $t$, $\mathbf r_1$, $\mathbf r_2$ can be done $t$ first by Tonelli's theorem. By (1) it is proportional to $\iint|\rho||\rho|/r_{12}$, which is finite. Fubini's theorem then allows the $t$ integral to be taken last:

$$E[\rho]=\frac{2}{\sqrt\pi}\int_0^\infty E_t\,dt,\qquad E_t=\iint\rho^*(\mathbf r_1)\,\rho(\mathbf r_2)\,e^{-t^2r_{12}^2}\,d^3r_1\,d^3r_2 .$$

At fixed $t>0$ insert (3) with $\mathbf r=\mathbf r_1-\mathbf r_2$. The plane wave has modulus 1, so the integral of the absolute value over $\mathbf r_1,\mathbf r_2,\mathbf k$ is $\|\rho\|_1^2$ times the integral of the positive weight, and that integral is (3) at $\mathbf r=0$, namely 1. The total is finite and the $\mathbf k$ integral may be taken last. The plane wave factorizes, $e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}=e^{i\mathbf k\cdot\mathbf r_1}e^{-i\mathbf k\cdot\mathbf r_2}$, and the two space integrals separate:

$$\int\rho(\mathbf r_2)\,e^{-i\mathbf k\cdot\mathbf r_2}d^3r_2=\hat\rho(\mathbf k),\qquad\int\rho^*(\mathbf r_1)\,e^{+i\mathbf k\cdot\mathbf r_1}d^3r_1=\hat\rho(\mathbf k)^* .$$

The two factors are complex conjugates of each other, which is where the star on the first density in $M$ is used. Hence

$$E_t=\int\frac{d^3k}{(2\pi)^3}\Big(\frac{\pi}{t^2}\Big)^{3/2}e^{-k^2/4t^2}\,|\hat\rho(\mathbf k)|^2\ge0 .$$

Every $E_t$ is non-negative, and so is their integral $E[\rho]$.

**Q.** You have the sign, but I do not see the Coulomb transform anywhere.

**A.** It appears on doing the $t$ integral at fixed $\mathbf k$. The integrand in $t$ and $\mathbf k$ is now non-negative, so Tonelli's theorem allows the exchange. The constant is $\frac{2}{\sqrt\pi}\pi^{3/2}=2\pi$. Substitute $u=1/t^2$, so that $du=-2t^{-3}dt$ and $t:0\to\infty$ becomes $u:\infty\to0$:

$$2\pi\int_0^\infty t^{-3}e^{-k^2/4t^2}\,dt=2\pi\cdot\frac12\int_0^\infty e^{-k^2u/4}\,du=\pi\cdot\frac{4}{k^2}=\frac{4\pi}{k^2}.$$

This holds for every $\mathbf k\ne0$, and the single point $\mathbf k=0$ does not contribute to a three-dimensional integral. Therefore

$$c^\dagger Mc=E[\rho]=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\hat\rho(\mathbf k)|^2\ge0 .\tag{4}$$

This is the theorem: $M$ is positive semidefinite, and for real orbitals so is $V$. The function $4\pi/k^2$ is the Fourier transform of $1/r$ in precisely the sense of (4): it is the weight with which each plane-wave component of a density contributes to the Coulomb form.

The same steps work with two different densities. The finiteness bound becomes $\|\rho_I\|_1(2\pi\|\rho_J\|_\infty+\|\rho_J\|_1)$, and the space integrals give $\hat\rho_I^*\hat\rho_J$. The last exchange now needs Fubini's theorem. It applies because $|\hat\rho_I^*\hat\rho_J|\le\frac12(|\hat\rho_I|^2+|\hat\rho_J|^2)$, and the weighted integrals of the two terms are the finite numbers $E[\rho_I]$ and $E[\rho_J]$. The result is

$$M_{IJ}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,\hat\rho_I(\mathbf k)^*\,\hat\rho_J(\mathbf k).\tag{5}$$

So $M$ is a Gram matrix, the table of ordinary scalar products of the functions $g_I(\mathbf k)=\sqrt{4\pi}\,\hat\rho_I(\mathbf k)/\big(k\,(2\pi)^{3/2}\big)$. The square root of the weight is real because the weight is positive.

**Q.** I would like to see $4\pi/k^2$ come out another way, and I distrust the pole at $k=0$.

**A.** The screened kernel $e^{-\mu r}/r$ with $\mu>0$ is integrable and has an ordinary transform. With the polar axis along $\mathbf k$, the angular integral is $2\pi\int_{-1}^1e^{-ikr\eta}d\eta=4\pi\sin(kr)/(kr)$, so

$$\int\frac{e^{-\mu r}}{r}e^{-i\mathbf k\cdot\mathbf r}d^3r=\frac{4\pi}{k}\int_0^\infty e^{-\mu r}\sin(kr)\,dr=\frac{4\pi}{k}\,\mathrm{Im}\frac{1}{\mu-ik}=\frac{4\pi}{k}\,\frac{k}{k^2+\mu^2}=\frac{4\pi}{k^2+\mu^2}.$$

As $\mu\to0$ this rises to $4\pi/k^2$ at every $k\neq 0$, with the same factor.

The pole is harmless in three dimensions. In spherical coordinates $d^3k=k^2\,dk\,d\Omega$, and the $k^2$ cancels it. What remains is bounded, since $|\hat\rho(\mathbf k)|\le\int|\rho|=\|\rho\|_1$. A density with net charge $\hat\rho(0)=\int\rho\,d^3r\ne0$ is therefore allowed; for a pair density that charge is the overlap integral of the two orbitals. At large $k$ no separate argument is needed, because the left side of (4) is finite and so the right side converges.

The dimension matters. For the logarithmic potential $-\ln r$ of two-dimensional electrostatics the weight is again proportional to $1/k^2$, but the measure is $k\,dk$ and the integral diverges at small $k$ unless the density is neutral. Positivity can fail there for charged densities. Stretch a density of net charge $Q\neq0$ by a factor $L$, $\rho_L(\mathbf r)=L^{-2}\rho(\mathbf r/L)$; since $-\ln(Lr_{12})=-\ln r_{12}-\ln L$, the form changes by $-|Q|^2\ln L$ and is negative for large enough $L$.

**Q.** What does (4) say physically?

**A.** For real $\rho$ it is the energy of the electric field. The potential $\Phi(\mathbf r_1)=\int\rho(\mathbf r_2)\,d^3r_2/r_{12}$ has plane-wave amplitudes $4\pi\hat\rho/k^2$, which is Poisson's equation $\nabla^2\Phi=-4\pi\rho$ in $\mathbf k$ space. The field $\mathbf F=-\nabla\Phi$ has amplitudes $-i\mathbf k\,4\pi\hat\rho/k^2$, of squared modulus $16\pi^2|\hat\rho|^2/k^2$. The integrand of (4) is this divided by $4\pi$. Parseval's theorem, used here only for interpretation, converts (4) into $\frac12E[\rho]=\frac{1}{8\pi}\int|\mathbf F|^2d^3r$. A smooth charge distribution of either sign or both costs a non-negative energy to assemble, and that energy is stored in its field. The weight $1/k^2$ also shows which densities are cheap for a given $\int|\rho|^2d^3r$: rapidly oscillating ones, whose fields cancel at short range.

The derivation covers more than the bare kernel. Stopping the $t$ integral in (1) at $t=\omega$ gives $\mathrm{erf}(\omega r)/r$, by the definition $\mathrm{erf}(z)=\frac{2}{\sqrt\pi}\int_0^ze^{-s^2}ds$. The $u$ integral then runs from $1/\omega^2$ to infinity and the weight is $(4\pi/k^2)\,e^{-k^2/4\omega^2}$. The remainder $\mathrm{erfc}(\omega r)/r$ has weight $(4\pi/k^2)(1-e^{-k^2/4\omega^2})$. Both are positive, so the long-range and short-range parts of a range-separated interaction each give a positive semidefinite matrix.

The matrix $M$ is positive semidefinite, and so is $V$ for real orbitals, because the Coulomb kernel has the positive Fourier weight $4\pi/k^2$. It remains to work through a small example, to see whether any positive kernel would do, and to settle when the form vanishes, what changes for complex orbitals, and which assumptions matter.
